\section*{Parallel Transfer-Curve Shifts from Fixed Donors in a Thin Channel}

\section{A parallel shift with no charge in the insulator}

A model thin-film transistor acquires $3.0\times10^{11}$ positive charges per cm$^2$, and its transfer curve moves to negative gate voltage. Deep in subthreshold the shift is $-2.777$ V. In accumulation, where the electron sheet density is more than a million times larger, it is $-2.719$ V. Over this sweep the gate voltage of the fresh device rises by $27.6$ V, yet the shift changes by only $58$ mV. The curve has moved almost parallel to itself, although none of the added charge is in the gate insulator. All of it consists of ionized donors spread uniformly through the semiconductor.

Such shifts are seen after stress by light and negative gate bias, and one tempting reading is: the shape is unchanged, so the channel is unchanged, so the charge was trapped in the insulator. The example, a film without traps, breaks this inference. To see why, and when, the shift from channel donors is nearly rigid, we need the relation between gate voltage and electron density.

\subsection*{The device and its numbers}

The insulator has thickness $t_i=200$ nm and relative permittivity 4, the channel $t_s=30$ nm and relative permittivity 10. These are round model values. Permittivities $\varepsilon_i,\varepsilon_s$ below include the vacuum factor. The insulator capacitance per area is $C_i=\varepsilon_i/t_i=17.71$ nF/cm$^2$. At 300 K the thermal voltage is $V_T=kT/q=25.85$ mV, with $q>0$ the elementary charge.

Stress adds donors of density $N_d=10^{17}$ cm$^{-3}$, hence of sheet density
\begin{equation}
D=N_dt_s=10^{17}\times 30\times10^{-7}\ \text{cm}^{-2}=3.0\times10^{11}\ \text{cm}^{-2}.
\end{equation}
They are fixed in two senses: they do not move, and they stay ionized throughout the sweep. The electrons they release can leave through the contacts. An ionized oxygen vacancy that kept its charge during the measurement would be such a donor; whether a given defect does so is a question of its kinetics.

Let $N$ be the sheet density of mobile electrons. Poisson's equation was solved through the whole stack for three devices: fresh; with the donors; and with no donors but a positive sheet of $6.0\times10^{11}$ cm$^{-2}$ halfway through the insulator. The shifts at equal $N$ are as follows.

\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-2}$) & fresh $V_G$ (V) & insulator sheet (V) & donors (V)\\
$1.00\times10^{6}$ & $-0.266$ & $-2.714$ & $-2.777$\\
$7.70\times10^{9}$ & $0.036$ & $-2.714$ & $-2.776$\\
$1.52\times10^{11}$ & $1.437$ & $-2.714$ & $-2.760$\\
$3.00\times10^{12}$ & $27.351$ & $-2.714$ & $-2.719$
\end{tabular}
\end{center}

The insulator charge can also be chosen to imitate the donors. A sheet at the insulator--channel interface with density $3.04\times10^{11}$ cm$^{-2}$ gives a constant shift midway between the extremes, $-2.748$ V. Its curve then differs from that of the donor device by at most $29$ mV anywhere in the sweep. On a plot of the whole sweep, more than $27$ V wide, such a difference is hard to see. It is not beyond measurement: in the exponential region $29$ mV changes the electron density at a given gate voltage by a factor of about three. A slightly larger sheet, chosen to match the donors there, would instead leave a difference of $58$ mV at the accumulation end, where the gate voltage is far larger.

\section{What the gate voltage measures}

Let $z$ run from the gate ($z=0$) to the interface ($z=t_i$), and let $x$ run from the interface ($x=0$) to the back of the channel ($x=t_s$). The back is passivated and has no gate, so the field there is zero. The potential $\phi$ is measured relative to the electron quasi-Fermi level, and the electron density $n(\phi)$ increases with $\phi$. For numbers we use Boltzmann statistics, $n=n_{\rm ref}e^{\phi/V_T}$ with $n_{\rm ref}=10^{16}$ cm$^{-3}$. Another choice of $n_{\rm ref}$ would add a constant to every $V_G$ and leave the shifts from fixed charge unchanged. Holes and traps whose charge follows the gate are left out. This is a real restriction: if the film contains such traps, even ones that stress does not alter, the bound derived below holds at equal total density of mobile and trapped electrons, but need not hold at equal mobile density. The departure can be large, because a difference in trapped charge enters the gate voltage through $1/C_i$: here $10^{10}$ cm$^{-2}$ is worth $0.09$ V, more than the whole residual found below. Amorphous oxide channels usually have band-tail traps, so for them the near rigidity shown here cannot be taken for granted. A work-function difference would add the same constant to every $V_G$, so we set $\phi=V_G$ at the gate.

In the channel,
\begin{equation}
\varepsilon_s\phi''=q(n-N_d).
\label{eq:poisson}
\end{equation}
Integrating from $0$ to $t_s$ with $\phi'(t_s)=0$ gives
\begin{equation}
-\varepsilon_s\phi'(0^+)=q(N-D).
\label{eq:field}
\end{equation}
The displacement is continuous at the interface, so on the insulator side $\varepsilon_i\,d\phi/dz=-q(N-D)$ at $z=t_i$. Inside the insulator, with charge density $\rho_i$, Poisson's equation is $\varepsilon_i\,d^2\phi/dz^2=-\rho_i$. Integrating it from $z$ to $t_i$ yields
\begin{equation}
\varepsilon_i\frac{d\phi}{dz}=-q(N-D)+\int_z^{t_i}\rho_i(z')\,dz'.
\end{equation}
We integrate once more, from gate to interface. In the double integral each charge at $z'$ is counted for all $z<z'$, which gives a factor $z'$:
\begin{equation}
\varepsilon_i\,[\phi(x{=}0)-V_G]=-q(N-D)t_i+\int_0^{t_i}z'\rho_i(z')\,dz'.
\end{equation}
Solving for the gate voltage,
\begin{equation}
V_G=\phi(0)+\frac{q(N-D)}{C_i}-\frac1{\varepsilon_i}\int_0^{t_i}z\,\rho_i(z)\,dz ,
\label{eq:vg}
\end{equation}
where $\phi(0)$ is the potential at the interface, $x=0$.

\subsection*{Insulator charge}

If only $\rho_i$ is added, the channel equation \eqref{eq:poisson} and its boundary conditions at given $N$ do not change. Hence $\phi(0)$ at that $N$ does not change, and the last term of \eqref{eq:vg} is the whole shift. It is the same for every $N$, so in this model the shift is exactly rigid. A sheet of charge $\sigma$ per area at distance $d$ from the gate gives $\Delta V=-\sigma d/\varepsilon_i$. For the sheet in the example, $d=t_i/2$ and
\begin{equation}
\Delta V=-\frac{q\,(6.0\times10^{11}\ \text{cm}^{-2})}{2C_i}=-\frac{qD}{C_i}=-2.714\ \text{V}.
\end{equation}
Even when the charge is known to be in the insulator, the shift determines only its first moment. Half as much charge at the interface gives the same curve.

\subsection*{Channel donors}

If only donors are added, \eqref{eq:vg} gives the shift at equal $N$,
\begin{equation}
\Delta V(N)=-\frac{qD}{C_i}+\delta(N),\qquad \delta(N)=\phi_{\rm stressed}(0)-\phi_{\rm fresh}(0).
\label{eq:shift}
\end{equation}
The first term is rigid and equals the shift from the same charge placed at the interface. Any departure from a parallel shift is in $\delta$, which arises because the donors bend the potential inside the film. The question is how large $\delta$ can be.

\section{The general statement and its proof}

Let the added donors have any profile $N_d(x)\ge0$, total $D>0$ and mean depth $\bar x=D^{-1}\int_0^{t_s}xN_d\,dx$. Then, at every $N$,
\begin{equation}
-\frac{qD\bar x}{\varepsilon_s}\le\delta(N)\le0 .
\label{eq:bound}
\end{equation}
The shift therefore lies between $-qD/C_i$ and $-qD\,(1/C_i+\bar x/\varepsilon_s)$ throughout the sweep. The proof needs no particular statistics, only that $n$ at each point depends on the local $\phi$ and increases strictly with it. Quantum confinement, which makes $n$ non-local, is not covered.

\paragraph{The difference equation.} Let $u(x)=\phi_{\rm stressed}-\phi_{\rm fresh}$ at equal $N$, and let $\Delta n$ be the difference of the electron densities. Subtracting the two Poisson equations gives
\begin{equation}
\varepsilon_su''=q(\Delta n-N_d),\qquad \int_0^{t_s}\Delta n\,dx=0,
\label{eq:u}
\end{equation}
and from \eqref{eq:field} and the zero field at the back,
\begin{equation}
u'(0)=\frac{qD}{\varepsilon_s}>0,\qquad u'(t_s)=0 .
\end{equation}
Fixed background doping present in both devices would cancel here. Since $n$ increases with $\phi$, $\Delta n$ has the sign of $u$. In particular, $u''<0$ wherever $u<0$.

\paragraph{Upper bound.} Suppose $u(0)\ge0$. Because $u'(0)>0$, $u$ is positive just inside the film. The integral of $\Delta n$ vanishes, so $u$ must be negative somewhere further in. To get there it must pass through zero and decrease, so there is a point with $u<0$ and $u'<0$. From that point on $u''<0$, so $u'$ becomes still more negative and $u$ cannot return to zero. This holds up to the back, where it gives $u'(t_s)<0$, contrary to $u'(t_s)=0$. Hence $\delta=u(0)<0$.

\paragraph{Lower bound.} Since $u(0)<0$ and $\int\Delta n\,dx=0$, $u$ must become positive somewhere. Let $x_1$ be its first zero. For $x<x_1$ we have $\Delta n<0$, and integrating \eqref{eq:u} from the interface gives
\begin{equation}
u'(x)=\frac{qD}{\varepsilon_s}+\frac q{\varepsilon_s}\int_0^x(\Delta n-N_d)\,dx'
\le\frac q{\varepsilon_s}\int_x^{t_s}N_d(x')\,dx' .
\end{equation}
Integrating from $0$ to $x_1$, where $u(x_1)=0$, and extending the range to $t_s$, which can only enlarge the right-hand side,
\begin{equation}
-u(0)\le\frac q{\varepsilon_s}\int_0^{t_s}\!dx\int_x^{t_s}N_d(x')\,dx'
=\frac q{\varepsilon_s}\int_0^{t_s}x'N_d(x')\,dx'=\frac{qD\bar x}{\varepsilon_s}.
\end{equation}
This is \eqref{eq:bound}.

\subsection*{Reading the bound}

For uniform donors $\bar x=t_s/2$, and the bound relative to the rigid part is
\begin{equation}
\frac{qD\bar x/\varepsilon_s}{qD/C_i}=\frac{\varepsilon_it_s}{2\varepsilon_st_i}
=\frac{4\times30}{2\times10\times200}=3.0\,\%.
\label{eq:ratio}
\end{equation}
This allows at most $81$ mV; the computed spread is $58$ mV. The physical reason is plain: seen from a gate $200$ nm away, charge spread over the next $30$ nm lies almost at the interface. The residual $\delta(N)$ does not depend on the insulator, whereas the rigid part grows with $t_i$. A thick insulator thus hides the distortion behind a larger shift.

The depth matters as the bound suggests. With all donors within $1$ nm of the interface the spread is $1.0$ mV (bound $2.7$ mV), and for donors exactly at $x=0$ it vanishes. With all of them within $1$ nm of the back it is $110$ mV (bound $160$ mV), still small beside a shift of more than $2.7$ V.

\section{The two ends of the sweep}

\subsection*{Deep subthreshold}

When the mobile charge is negligible, \eqref{eq:poisson} with uniform donors reads $\varepsilon_s\phi''=-qN_d$. With zero slope at the back,
\begin{equation}
\phi(x)=\phi(0)+\frac{qN_d}{2\varepsilon_s}\left[t_s^2-(t_s-x)^2\right].
\end{equation}
With $s=(t_s-x)/t_s$ and $a=qN_dt_s^2/(2\varepsilon_sV_T)$, the electron sheet density is
\begin{equation}
N=n_{\rm ref}t_s\,e^{\phi(0)/V_T}\int_0^1e^{a(1-s^2)}ds .
\end{equation}
In the fresh film $a=0$ and the integral is 1. Solving both cases for $\phi(0)$ at the same $N$ and subtracting,
\begin{equation}
\delta_0=-V_T\ln\int_0^1e^{a(1-s^2)}ds .
\label{eq:sub}
\end{equation}
This does not depend on $N$, so the exponential part of the curve moves rigidly and its swing is preserved. The swing is $59.61$ mV per decade both before and after. That is $V_T\ln10=59.5$ mV plus a small contribution $q\Delta N/C_i$ from the mobile charge. An unchanged swing therefore does not show that the channel is free of new charge. It is consistent with new charge that does not respond to the gate.

Here $a=3.15$, and \eqref{eq:sub} gives $\delta_0=-63.2$ mV, in agreement with the Poisson solution. The total is $-2.714-0.063=-2.777$ V, the value in the table. For small $a$ the integral is $1+2a/3$ to first order, so
\begin{equation}
\delta_0\simeq-\frac{2a}{3}V_T=-\frac{qN_dt_s^2}{3\varepsilon_s},
\end{equation}
two thirds of the bound. For large $a$ the Gaussian is narrow, the upper limit may be replaced by infinity, and the integral tends to $e^a\sqrt{\pi/(4a)}$. Then
\begin{equation}
\delta_0\simeq-aV_T+\frac{V_T}{2}\ln\frac{4a}{\pi},
\label{eq:large}
\end{equation}
which approaches the bound $-aV_T$ in relative terms: the electrons collect at the back, where the potential is highest.

\subsection*{Strong accumulation}

Multiply \eqref{eq:poisson} by $\phi'$ and integrate across the film. With Boltzmann statistics $\int n\,d\phi=V_Tn$, and writing $n_0,n_b$ and $\phi_0,\phi_b$ for the values at the interface and the back,
\begin{equation}
qV_Tn_0=\frac{q^2(N-D)^2}{2\varepsilon_s}+qV_Tn_b+qN_d(\phi_0-\phi_b).
\end{equation}
When the electrons crowd against the interface, the first term on the right dominates. Keeping it alone, $n_0\propto(N-D)^2$ with donors and $n_0\propto N^2$ without, so to leading order
\begin{equation}
\delta=V_T\ln\frac{n_{0,\rm stressed}}{n_{0,\rm fresh}}\simeq2V_T\ln\left(1-\frac DN\right)\to0 .
\end{equation}
At $N=2\times10^{13}$ cm$^{-2}$ this is $2\times25.85\times\ln(0.985)=-0.78$ mV; the Poisson solution gives $-0.76$ mV. This point serves only to check the limit: the insulator field would be about $9$ MV/cm, close to breakdown even in good silicon dioxide, and Boltzmann statistics would not be reliable. Even at $N=3\times10^{12}$ cm$^{-2}$ the electron density at the interface is about $3\times10^{19}$ cm$^{-3}$, where a semiconductor may already be degenerate. The accumulation layer is then only about $2\varepsilon_sV_T/(qN)\approx1$ nm thick, so quantum confinement, which the model omits, matters as well. The last several millivolts of the residual depend on these effects. The bound \eqref{eq:bound} holds for any local statistics, degenerate or not. The residual thus fades from $-63$ mV to nearly zero as the channel fills, and the slight distortion of the curve lies in this crossover.

\section{From electron density to drain current}

A measurement compares curves at equal current. In the gradual-channel approximation, with constant mobility $\mu$ and ohmic contacts that stress does not alter,
\begin{equation}
I=\frac WL\,\mu q\int_0^{V_D}N(V_G-V)\,dV,
\end{equation}
where $V$ is the quasi-Fermi potential along the channel.

We first check that $N$ increases with gate voltage. Take two states of one device and let $w$ be the difference of their channel potentials, so that $\varepsilon_sw''=q\Delta n$ and $w'(t_s)=0$. If $w>0$ at the back, then $w''>0$ there, and $w$ grows towards the interface. Both $N$ and $\phi(0)$ are then larger, and by \eqref{eq:vg} so is $V_G$.

Write $A=qD/C_i$ and $B=qD\bar x/\varepsilon_s$. The bounds on the shift at equal $N$ become
\begin{equation}
N_{\rm fresh}(v+A)\le N_{\rm stressed}(v)\le N_{\rm fresh}(v+A+B).
\end{equation}
Setting $v=V_G-V$ and integrating over $V$ preserves the inequalities:
\begin{equation}
I_{\rm fresh}(V_G+A)\le I_{\rm stressed}(V_G)\le I_{\rm fresh}(V_G+A+B).
\end{equation}
At equal current, and for any $V_D$, the shift again lies between $-(A+B)$ and $-A$.

For $\mu=10$ cm$^2$/(V\,s) and $W/L=10$, the shift at $V_D=0.1$ V is $-2.777$ V at $10^{-11}$ A and $-2.734$ V at $10^{-6}$ A. At $V_D=5$ V the two values are $-2.777$ V and $-2.770$ V. The higher drain voltage reaches a given current with fewer electrons at the source, so the same current range covers less of the crossover.

\section{When channel donors do distort the curve}

\paragraph{Thick films.} Spread the same $D$ over a $200$ nm film. The ratio \eqref{eq:ratio} rises to $20\,\%$. Since $a$ is proportional to $t_s$ at fixed $D$, it becomes $3.15\times200/30=21$, and \eqref{eq:large} gives $\delta_0\simeq-0.543+0.042=-0.50$ V. The computed shift runs from $-3.215$ V at $N=10^6$ cm$^{-2}$ to $-2.720$ V at $3\times10^{12}$ cm$^{-2}$. A change of half a volt is a visible distortion. In this model the shift is sure to look parallel if $qD\bar x/\varepsilon_s$ is small compared with the voltage differences one can resolve. This is sufficient, not necessary: a sweep confined to the exponential region shows a nearly rigid shift even in the thick film.

\paragraph{Donors that change charge.} Suppose that the donors are neutralized as electrons accumulate, with ionized fraction $1/(1+n/n_h)$ and $n_h=10^{16}$ cm$^{-3}$. Equation \eqref{eq:shift} still holds at each $N$, but with the ionized density $D^+(N)$ in place of $D$. In the $30$ nm film the shift is $-2.777$ V at $N=10^6$ cm$^{-2}$ and only $-0.193$ V at $10^{12}$ cm$^{-2}$. Since $qD^+/C_i$ cannot exceed the magnitude of the shift, at most about $7\,\%$ of the donors are still charged at the latter point. The curve is strongly stretched. In a film that has no other traps responding to the gate, and is thin enough that the bound \eqref{eq:bound} is negligible, rigidity thus tests whether the added charge stays as it is during the sweep, not on which side of the interface it lies. For insulator charge, what must stay constant is the first moment in the last term of \eqref{eq:vg}. A change in this moment, by trapping or by motion of the charge, would distort the curve too.

\section{What would help to locate the charge}

Since one curve does not settle the matter, something that treats the two locations differently must be varied. One choice is the channel thickness. At $N=10^{11}$ cm$^{-2}$, donors of the same volume density $10^{17}$ cm$^{-3}$ give shifts of $-1.370$, $-2.765$ and $-5.664$ V in films of $15$, $30$ and $60$ nm. This is nearly proportional to thickness, with a slight excess from $\delta$. An interface sheet of $3.0\times10^{11}$ cm$^{-2}$ gives $-2.714$ V in all three.

The inference rests on how the stress acts. It assumes that stress creates either the same donor density per volume or the same insulator charge per area in every film. Donors confined to the channel side of the interface would also give a shift independent of thickness, and insulator charge supplied by carriers generated in the film could grow with thickness. A thickness series can therefore support one picture over another, but it needs this further assumption to do so. The full set of computed values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, kT/q = 25.85 mV
insulator: 200 nm, rel. permittivity 4
channel: 30 nm, rel. permittivity 10
C_i = 17.71 nF/cm^2
donor density 1.0e+17 cm^-3, sheet D = 3.0e+11 cm^-2
density at zero potential 1.0e+16 cm^-3
q D / C_i = 2.714 V
bound on residual, uniform donors = 81.4 mV
bound / (q D / C_i) = 3.00 %
mid-insulator sheet = 6.0e+11 cm^-2
N (cm^-2) | fresh V_G (V) | shift mid-insulator (V) | shift donors (V)
1.00e+06 | -0.266 | -2.714 | -2.777
1.97e+07 | -0.189 | -2.714 | -2.777
3.90e+08 | -0.109 | -2.714 | -2.777
7.70e+09 | 0.036 | -2.714 | -2.776
1.52e+11 | 1.437 | -2.714 | -2.760
3.00e+12 | 27.351 | -2.714 | -2.719
spread of donor shift over sweep = 58.3 mV
best interface sheet = 3.038e+11 cm^-2
largest V_G mismatch with that sheet = 29.2 mV
parameter a = 3.15
subthreshold residual: formula -63.2 mV, Poisson -63.2 mV
residual at N = 2e+13 cm^-2: -0.76 mV
swing fresh 59.61, donors 59.61 mV/decade
donors in 1 nm at front: spread 1.0 mV, bound 2.7 mV
donors in 1 nm at back: spread 109.7 mV, bound 160.3 mV
mobility 10 cm^2/(V s), W/L = 10
V_D = 0.1 V, I = 1e-11 A: shift -2.777 V
V_D = 0.1 V, I = 1e-09 A: shift -2.777 V
V_D = 0.1 V, I = 1e-07 A: shift -2.770 V
V_D = 0.1 V, I = 1e-06 A: shift -2.734 V
V_D = 5.0 V, I = 1e-11 A: shift -2.777 V
V_D = 5.0 V, I = 1e-09 A: shift -2.777 V
V_D = 5.0 V, I = 1e-07 A: shift -2.775 V
V_D = 5.0 V, I = 1e-06 A: shift -2.770 V
thick film 200 nm, same D: shift -3.215 V at N=1e6, -2.720 V at N=3e12 cm^-2
thick film spread = 0.495 V
half-neutralizing electron density = 1.0e+16 cm^-3
switchable donors: shift -2.777 V at N=1e6, -0.193 V at N=1e12 cm^-2
thickness series at N = 1e11 cm^-2, equal N_d or equal insulator sheet D
15 nm: donors -1.370 V, insulator sheet -2.714 V
30 nm: donors -2.765 V, insulator sheet -2.714 V
60 nm: donors -5.664 V, insulator sheet -2.714 V
\end{verbatim}
